\section*{Ligand-field clusters from Wannier Hamiltonians: shell truncation and double counting}

\section{What the two settings can spoil}

A ligand-field calculation can take its orbital energies and hoppings from a density-functional calculation, yet predict a wrong ligand-field splitting or a misplaced charge-transfer satellite. Two settings matter: the number of ligand shells kept, and the double-counting potential $\mu$ subtracted from the $d$ level. In the model below, stopping after one shell makes the one-particle ligand-field splitting $0.88$ eV, against $0.80$ eV in the periodic supercell that represents the crystal. Evaluating one double-counting formula with $8$ instead of $8.41$ $d$ electrons moves the charge-transfer energy from $5.9$ eV ($6.0$ eV with dense Brillouin-zone sampling) to $8.2$ eV and cuts the satellite fraction from $2.0\%$ to $0.8\%$.

Energies are in eV. The Wannier basis is orthonormal, its Hamiltonian $H$ is real symmetric and spin independent, and the cation site is cubic. Valence spin--orbit coupling is omitted. $H$ supplies the one-particle data; Slater integrals, core-hole attraction and $\mu$ are separate inputs.

\section{Constructing the shells}

Let the columns of $Q_0$ be the five $d$ orbitals of one cation. With $Q_{-1}=0$, define
\begin{align}
A_j&=Q_j^THQ_j,\\
W_j&=HQ_j-Q_jA_j-Q_{j-1}B_j^T,\\
B_{j+1}&=(W_j^TW_j)^{1/2},\qquad Q_{j+1}=W_jB_{j+1}^{-1}.
\end{align}
Then $Q_{j+1}^TQ_{j+1}=1$ and
\begin{equation}
HQ_j=Q_{j-1}B_j^T+Q_jA_j+Q_{j+1}B_{j+1}.
\end{equation}
Orthogonality follows by induction. The definition of $A_j$ gives $Q_j^TW_j=0$. Since $Q_{j-1}^THQ_j=(HQ_{j-1})^TQ_j=B_j^T$, also $Q_{j-1}^TW_j=0$. For $i<j-1$, $HQ_i$ reaches no further than $Q_{i+1}$, so $Q_i^THQ_j=0$. If $B_{j+1}$ is singular, its null directions must be removed before inversion. In finite precision, new blocks should be reorthogonalized against all earlier ones.

The symmetric square root makes the ligand orbitals transform like the $d$ orbitals. Each block is then a number in the $e_g$ channel and another in the $t_{2g}$ channel, labelled $e$ and $t$. The first-shell cluster is
\begin{equation}
T=\begin{pmatrix}A_0&B_1^T\\B_1&A_1\end{pmatrix}.
\end{equation}

For six ligands with $p$ orbitals and no direct $d$--$d$ hopping, $B_1^TB_1$ is a sum of squared hoppings. The $z^2$ orbital has $\sigma$ amplitude $1$ towards two ligands and $-1/2$ towards four, so $V_e^2=(2+4/4)(pd\sigma)^2$. The $xy$ orbital has four $\pi$ contacts. Thus
\begin{equation}
V_e=\sqrt3\,|pd\sigma|,\qquad V_t=2|pd\pi|.
\end{equation}
Keep $pp$ hopping between adjacent ligands only, and let $\tau=pp\sigma-pp\pi$. Between $p_x$ at $+x$ and $p_y$ at $+y$, the direction is $(-1,1,0)/\sqrt2$ and the hopping is $-\tau/2$. With $p$ orbitals pointing outwards, all four adjacent pairs in the $x^2-y^2$ combination have this hopping and coefficient product $-1/4$. Counting both orders gives $2\cdot4(-1/4)(-\tau/2)=\tau$. In the $xy$ combination the corresponding products, with orbital signs included, are $+1/4$. Hence
\begin{equation}
A_{1,e}=\varepsilon_p+\tau,\qquad A_{1,t}=\varepsilon_p-\tau.
\end{equation}

\section{What truncation preserves}

Applying the recursion twice gives
\begin{align}
HQ_0&=Q_0A_0+Q_1B_1,\\
H^2Q_0&=Q_0(A_0^2+B_1^TB_1)\nonumber\\
&\quad+Q_1(B_1A_0+A_1B_1)+Q_2B_2B_1.
\end{align}
The cluster reproduces everything except the $Q_2$ term. The local moments are $M_k=Q_0^TH^kQ_0$. Since $M_2=(HQ_0)^T(HQ_0)$ and $M_3=(HQ_0)^T(H^2Q_0)$ have no overlap with that term, moments $0$ to $3$ are preserved. The fourth moment is the squared norm of $H^2Q_0$, so
\begin{equation}
M_4-M_4^{\rm cluster}=B_1^TB_2^TB_2B_1.
\end{equation}

To see what this does to a spectrum, eliminate the outer blocks from $(z-H)G=1$:
\begin{align}
G_{00}&=[z-A_0-\Delta(z)]^{-1},\\
\Delta(z)&=B_1^T[z-A_1-\Sigma_2(z)]^{-1}B_1,\\
\Sigma_2(z)&=B_2^TG^{(2)}(z)B_2.
\end{align}
Here $G^{(2)}$ is the first block of the resolvent of the chain starting at $Q_2$. One shell means $\Sigma_2=0$.

Within one channel, let $q_1,q_2$ be corresponding columns of $Q_1,Q_2$, and let $H_r$ be $H$ with the central $d$ shell deleted. Then $H_rq_1=A_1q_1+B_2q_2$. The hybridization spectrum has mean $q_1^TH_rq_1=A_1$ and variance $\|H_rq_1\|^2-A_1^2=B_2^2$. Truncation replaces a bath of rms width $|B_2|$ by one level at its centroid.

For $\eta={\rm Im}\,z>0$, put $X=z-A_1$. The identity $(X-\Sigma_2)^{-1}-X^{-1}=(X-\Sigma_2)^{-1}\Sigma_2X^{-1}$ gives
\begin{equation}
\|\Delta-\Delta_{\rm cluster}\|\leq
\frac{\|B_1\|^2\|B_2\|^2}{\eta^3}.
\end{equation}
Both inverses have norm at most $1/\eta$, being blocks of resolvents of symmetric matrices; for the same reason $\|\Sigma_2\|\leq\|B_2\|^2/\eta$. The bound gives no control of sharp spectra as $\eta\to0$.

There is a closed case. An isolated octahedron with one $p$ shell per ligand has $18$ ligand orbitals: $a_{1g}+e_g+t_{1u}$ from $\sigma$ orbitals and $t_{1g}+t_{2g}+t_{1u}+t_{2u}$ from $\pi$ orbitals. Each of $e_g$ and $t_{2g}$ occurs once. No further partner exists, so $B_2=0$ and one shell is exact at the one-particle level.

\section{One shell in a model crystal}

The example is a rocksalt crystal with a $d^8$ cation and round parameters in place of density-functional output. The on-site energies are $0.2$ ($e_g$), $0$ ($t_{2g}$) and $-5$ ($p$). The hoppings are $pd\sigma=-1.3$, $pd\pi=0.6$, $pp\sigma=0.6$, $pp\pi=-0.15$, $dd\sigma=-0.2$ and $dd\pi=0.1$, with $dd\delta=0$. Hopping extends to nearest neighbours of each kind. A periodic supercell of $216$ sites, with $864$ orbitals, was diagonalized; block Lanczos on the same matrix gave
\begin{center}
\begin{tabular}{lrrrrr}
 & $A_0$ & $A_1$ & $A_2$ & $B_1$ & $B_2$\\
$e_g$ & 0.200 & $-4.306$ & $-1.012$ & 2.278 & 1.782\\
$t_{2g}$ & 0.000 & $-5.698$ & $-2.680$ & 1.265 & 2.044
\end{tabular}
\end{center}

Without $dd$ hopping, $V_e=\sqrt3(1.3)=2.252$ and $V_t=1.2$. The remainder of $B_1^2$ comes from neighbouring $d$ orbitals. The ligand $p$ weights are therefore $2.252^2/2.278^2=0.98$ and $1.2^2/1.265^2=0.90$: the first ``ligand'' shell already contains some foreign $d$ character.

In each channel the upper cluster level is
\begin{equation}
E_+=\frac{A_0+A_1}{2}+\sqrt{\left(\frac{A_0-A_1}{2}\right)^2+B_1^2}.
\end{equation}
For $e_g$ this is $-2.053+\sqrt{2.253^2+2.278^2}=1.151$; for $t_{2g}$ it is $0.268$. Their difference is $0.883$. The supercell value is the difference of the centroids of local $d$ weight above the $p$--$d$ gap, $1.0343-0.2388=0.7955$; dense sampling of the Brillouin zone gives $0.805$. One shell overestimates the supercell value by $11\%$ and the densely sampled value by $10\%$. It also discards the rms widths of the antibonding bands, which in this supercell are $0.65$ eV ($e_g$) and $0.35$ eV ($t_{2g}$); dense sampling gives $0.63$ and $0.35$ eV.

For this supercell, with two, three, four and twelve blocks, counting $Q_0$, the splitting is $0.883$, $0.770$, $0.800$ and $0.796$. The first two values do not depend on the cell; with dense sampling the last two become $0.811$ and $0.805$. Convergence is not monotonic. Adding a block cannot lower the highest eigenvalue of a symmetric matrix, yet the $e_g$ centroid falls from $1.151$ to $0.957$ at three blocks. A further level must therefore have entered the energy window above the gap. The second outer block has only $35\%$ ($e_g$) and $38\%$ ($t_{2g}$) $p$ weight; the rest is $d$ character of other cations. It begins to describe a band, not a small correction to one ligand level.

The missing fourth moment is $(2.278\times1.782)^2=16.5$ eV$^4$ for $e_g$, or $13\%$ of the full moment about the chosen energy zero. At $z=-2+3i$ eV the hybridization error is $0.21$ eV, beneath the bound of $0.80$ eV. The norm of the cluster hybridization there is $2.278^2/|2.306+3i|=1.37$ eV, so the error is $15\%$ of it. These are $e_g$ values; dense sampling lowers the error to $0.20$ eV. In the $t_{2g}$ channel the error is $0.05$ eV, or $16\%$ of the cluster value.

\section{Adding the Coulomb interaction}

The cluster has $18$ electrons: eight in $d$ and ten in $L$, the ligand shell. We add the full $d$-shell interaction from $F^0,F^2,F^4$ and replace $A_0$ by $A_0-\mu$. Write $J_{ab}=(aa|bb)$ and $K_{ab}=(ab|ab)$ for real orbitals. The average energy per electron pair, over $45$ pairs, is
\begin{equation}
U_{\rm av}=\frac1{45}\,\frac12\sum_{ab}(4J_{ab}-2K_{ab}).
\end{equation}
A filled shell is spherical, so $\sum J_{ab}=25F^0$. By the addition theorem, the exchange sum for multipole $k$ is $(25/2)\int_{-1}^1P_2^2P_k\,dx$, where
$P_2^2=1/5+(2/7)P_2+(18/35)P_4$. The sums are $5,10/7,10/7$ for $k=0,2,4$. Thus
\begin{equation}
U_{\rm av}=F^0-\frac{2}{63}(F^2+F^4)=F^0-\frac49J,
\end{equation}
with $J=(F^2+F^4)/14$. In a filled shell each electron meets nine others, and spherical symmetry makes the potential $9U_{\rm av}$ for every orbital.

Let $\varepsilon_d=\overline{A_0}-\mu$ and $\varepsilon_L=\overline{A_1}$, where a bar averages the five orbitals. A configuration with $m$ $d$ electrons has average energy
\begin{equation}
E_m=m\varepsilon_d+(18-m)\varepsilon_L+\frac{m(m-1)}2U_{\rm av}.
\end{equation}
Subtracting $E_8$ gives
\begin{align}
\Delta_{\rm CT}&=E_9-E_8=\overline{A_0}-\overline{A_1}-\mu+8U_{\rm av},\\
E_{10}-E_8&=2(\varepsilon_d-\varepsilon_L)+17U_{\rm av}
=2\Delta_{\rm CT}+U_{\rm av}.
\end{align}
An error in $\mu$ enters $\Delta_{\rm CT}$ with the opposite sign and full size.

\section{Choosing the double-counting potential}

The fully localized form starts from
\begin{equation}
E_{\rm dc}=\frac{F^0}{2}N(N-1)-\frac J2\sum_\sigma N_\sigma(N_\sigma-1).
\end{equation}
Differentiating with respect to $N_\sigma$, then setting $N_\sigma=N/2$, gives
\begin{equation}
\mu_{\rm loc}=F^0\left(N-\frac12\right)-\frac J2(N-1).
\end{equation}

The mean-field form averages the Hartree--Fock potential $v_a=\sum_bn_b(2J_{ab}-K_{ab})$, where $n_b$ is the occupation per spin orbital. For each $b$, $\sum_a(2J_{ab}-K_{ab})=9U_{\rm av}$. Since $\sum_bn_b=N/2$,
\begin{equation}
\mu_{\rm mf}=\frac15\,9U_{\rm av}\frac N2=0.9NU_{\rm av}.
\end{equation}
Substituting $U_{\rm av}=F^0-4J/9$ shows how the forms differ:
\begin{align}
\mu_{\rm loc}-\mu_{\rm mf}
&=F^0\left(\frac N{10}-\frac12\right)+J\left(\frac12-\frac N{10}\right)\nonumber\\
&=\frac{(F^0-J)(N-5)}{10}.
\end{align}
They agree at half filling. For $F^0>J$, the localized form gives the smaller $\Delta_{\rm CT}$ above half filling and the larger one below it.

Take $F^0=6$, $F^2=10$, $F^4=6$. Then $J=1.143$ and $U_{\rm av}=5.492$. The unpolarized supercell was filled with $14$ electrons per formula unit, using a Fermi function of width $0.1$ eV. This gives $N=8.41$ and
\[
\mu_{\rm loc}=6(7.9115)-\tfrac12(1.1429)(7.4115)=43.23.
\]
With $\overline{A_0}=0.080$ and $\overline{A_1}=-5.141$,
\[
\Delta_{\rm CT}=0.080+5.141-43.234+43.937=5.92.
\]
Diagonalizing the $190$ two-hole states for three choices gives
\begin{center}
\begin{tabular}{lrrrr}
Choice & $\mu$ & $\Delta_{\rm CT}$ & $N_d$ & $E_{dd}$\\
localized, $N=8.41$ & 43.23 & 5.92 & 8.17 & 0.70\\
mean field, $N=8.41$ & 41.58 & 7.58 & 8.12 & 0.62\\
localized, $N=8$ & 41.00 & 8.16 & 8.11 & 0.59
\end{tabular}
\end{center}
Here $N_d$ is the cluster $d$ count and $E_{dd}$ the ${}^3A_{2g}\to{}^3T_{2g}$ energy. The first $E_{dd}$ equals $1.12\times10^{-19}$ J. The count $N$ is not converged to the digits shown. Dense sampling at the same Fermi width gives $N=8.40$, which lowers $\mu$ and raises $\Delta_{\rm CT}$ by $0.07$ eV in the first row and $0.06$ eV in the second, and moves the satellite found below up by $0.04$ to $0.05$ eV. Narrowing the width to $0.03$ eV takes back $0.03$ eV of the first shift.

The localized potential changes by $F^0-J/2=5.43$ eV per electron. A change of $0.41$ electron therefore changes $\Delta_{\rm CT}$ by $2.2$ eV. The count depends on the chosen Wannier orbitals, so $N$ and $H$ must come from the same construction.

A spherical $\mu$ leaves orbital-dependent mean-field terms in $A_0$. In a cubic site the Hartree anisotropy comes from $k=4$. The means of $P_4$ in $z^2$ and $x^2-y^2$ are $2/7$ and $1/21$. Because the $z^2$ density is axial, its interaction with both $e_g$ densities is $(2/7)(2/7+1/21)=2/21$. A filled shell has no $k=4$ potential, so the corresponding $t_{2g}$ value $y$ obeys $2(2/21)+3y=0$, or $y=-4/63$. Therefore
\begin{align}
v_e^{\rm H}-v_t^{\rm H}
&=2(n_e-n_t)\left(\frac2{21}+\frac4{63}\right)F^4\nonumber\\
&=-\frac{20}{63}F^4(n_t-n_e).
\end{align}
With $n_e=0.609$ and $n_t=0.996$ this is $-0.74$ eV. Full Hartree--Fock gives $+1.91$ eV, since the $F^0$ exchange adds $F^0(n_t-n_e)=2.33$ eV and the $F^2$ and $F^4$ exchange a further $0.32$ eV. Neither value is the anisotropy of a density functional. Their opposite signs show that a non-spherical correction cannot be chosen from the occupations alone.

\section{How the choice reaches the core spectrum}

In the ${}^3A_{2g}$ ground state both holes are in $e_g$ with parallel spins. Their Coulomb energy is $w=J_{ab}-K_{ab}$ for $a=z^2$, $b=x^2-y^2$. The means of $P_2$ are $2/7$ and $-2/7$, so
\begin{align}
J_{aa}&=F^0+\frac4{49}F^2+\frac4{49}F^4,\\
J_{ab}&=F^0-\frac4{49}F^2+\frac2{147}F^4.
\end{align}
A threefold rotation turns $a$ into $ca+sb$, with $c,s\ne0$, and cannot change its self-interaction. Terms odd in $b$ vanish because a fourfold rotation reverses $b$. The same threefold rotation turns $b$ into $cb-sa$, up to a sign. Expanding both self-interactions and subtracting gives $J_{aa}-J_{bb}=(c^4-s^4)(J_{aa}-J_{bb})$. Since $c^4-s^4=c^2-s^2<1$, it follows that $J_{bb}=J_{aa}$. The expansion for $a$ then reads $J_{aa}=(c^4+s^4)J_{aa}+2c^2s^2(J_{ab}+2K_{ab})$, hence $K_{ab}=(J_{aa}-J_{ab})/2$ and
\begin{equation}
w=F^0-\frac8{49}F^2-\frac1{49}F^4=4.245.
\end{equation}

Define $g=A_{0,e}-\mu+9U_{\rm av}-A_{1,e}$, the cost of moving one hole from $d$ to $L$ without hole repulsion, and $\delta=g-w$. With $V=B_{1,e}$, the states $d^8$, $d^9L^9$, $d^{10}L^8$ have the matrix
\begin{equation}
\begin{pmatrix}
0&-\sqrt2V&0\\
-\sqrt2V&\delta&-\sqrt2V\\
0&-\sqrt2V&2\delta+w
\end{pmatrix}.
\end{equation}
Either hole can move, which gives the factor $\sqrt2$; the minus sign comes from rewriting electron hopping for holes. For the first choice of $\mu$, $g=10.70$ and $\delta=6.46$. The lowest eigenvalue is $-1.42$, and the amplitude ratio of $d^9L^9$ to $d^8$ is $1.42/(\sqrt2\times2.278)=0.44$.

Now let an absorbed photon lift a core electron into $d$, and let the core hole lower the $d$ level by $Q=7$. Core--valence multipoles and core spin--orbit coupling are omitted. The sum over polarizations and core states then weights all $d$ orbitals equally. One $e_g$ hole remains, with matrix
\begin{equation}
\begin{pmatrix}0&-V\\-V&g-Q\end{pmatrix}.
\end{equation}
Its line separation is
\[
\sqrt{(g-Q)^2+4V^2}=\sqrt{3.70^2+4(2.278)^2}=5.87.
\]

Let $c_0,c_1$ be the first two ground-state amplitudes. Filling one $d$ hole leaves the vector $(c_0,c_1/\sqrt2)$, because the remaining hole is on the ligand in only one of the two parts of $d^9L^9$. Its mixing angle is $\chi=\arctan(0.44/\sqrt2)=17.3^\circ$. The lower final state has $\tan2\phi=2V/(g-Q)$, or $\phi=25.5^\circ$. The upper state is orthogonal to it, so the satellite fraction is
\begin{equation}
S=\sin^2(\phi-\chi)=\sin^2(8.2^\circ)=0.020.
\end{equation}
The satellite is weak although both states are mixed, since the intensity measures the change of mixing. The mean-field and $N=8$ choices place it at $7.0$ and $7.5$ eV, with fractions $1.0\%$ and $0.8\%$.

\section{Guidance for a calculation}

\begin{enumerate}
\item Start with one shell for local multiplets. Inspect $B_2$, the $p$ weight of $Q_1$ and the number of electrons in $d+L$. In the example the supercell holds $17.76$ ($17.74$ with dense sampling), against the assumed $18$. Without $dd$ hopping $Q_1$ is pure $p$, yet the densely sampled count is $17.61$. A high $p$ weight does not by itself justify a filled ligand shell, because the ligand $p$ orbitals also mix with partly empty $d$ orbitals of other cations.
\item Do not add $Q_2$ as another filled shell when it contains partly occupied $d$ orbitals. Use longer chains to judge the one-particle truncation; a many-electron treatment then needs a new electron count and, in general, interactions on the neighbours.
\item Report $\mu$, $N$ and $\Delta_{\rm CT}$ together. Repeat the spectrum for both double-counting forms. If a measured satellite is used to fix $\Delta_{\rm CT}$, that parameter is fitted, although the hoppings remain ab initio.
\item Vary the on-site $e_g$--$t_{2g}$ splitting separately from $\mu$. A spherical shift leaves that splitting unchanged, but it alters $E_{dd}$ through covalency. A $\mu$ fitted to $E_{dd}$ can therefore hide an error in the splitting.
\item For quantitative $L$-edge line shapes, restore core--valence multipoles and core spin--orbit coupling. The two-line formula estimates charge-transfer sensitivity, not the full multiplet structure.
\end{enumerate}
